# Covalent ligand-field splitting in octahedral and tetrahedral coordination

## A single bond

Place a metal ion at the origin and one ligand on the $+z$ axis. Let the metal orbital $d_{z^2}$ have energy $0$ and the ligand orbital $p_z$ energy $-\Delta$, with $\Delta>0$, and let the Hamiltonian $h$ connect them by the hopping integral $V$. The orbitals are taken as orthogonal, so the levels are the eigenvalues of

$$\begin{pmatrix}0&V\\ V&-\Delta\end{pmatrix},\qquad\text{that is, the roots of}\qquad E(E+\Delta)=V^2 .$$

The upper root is

$$E=-\frac{\Delta}{2}+\sqrt{\frac{\Delta^2}{4}+V^2}=\frac{V^2}{\Delta}-\frac{V^4}{\Delta^3}+\dots \qquad(1)$$

The metal level is pushed up by $V^2/\Delta$ to leading order, because the ligand level lies below it. The upper state is the antibonding combination and is mostly of $d$ character when $|V|\ll\Delta$.

With several ligands in the octahedral and tetrahedral arrangements treated below, each $d$ orbital is pushed up according to its total squared hopping. Orbitals that point differently relative to the ligands can rise by different amounts. Such a difference is the covalent ligand-field splitting.

## Assumptions and theorem

The model is a one-electron model with these assumptions.

1. The metal has five degenerate $d$ orbitals at energy $0$. Each ligand has three degenerate $p$ orbitals at $-\Delta$, with $\Delta>0$. All orbitals are real and orthonormal.
2. The hopping between the metal and a ligand has the symmetry of an isolated pair: it is unchanged by rotations about the bond and by reflections in planes containing it. All ligands are alike and equally far from the metal, and turning a metal–ligand pair as a whole to another direction leaves its integrals, taken in the turned axes, unchanged. The same two integrals therefore serve for every ligand. For a ligand on $+z$ define
$$V_\sigma\equiv V_{pd\sigma}=\langle d_{z^2}|h|p_z\rangle,\qquad V_\pi\equiv V_{pd\pi}=\langle d_{xz}|h|p_x\rangle .$$
3. There is no hopping between ligands. Ligand $s$ orbitals, metal $p$ orbitals and the electrostatic crystal field are left out.
4. The octahedron has ligands along $\pm x,\pm y,\pm z$. The tetrahedron has them along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$.

In both cases the $e$ set ($e_g$ in the octahedron) is $d_{z^2},d_{x^2-y^2}$, and the $t_2$ set ($t_{2g}$ in the octahedron) is $d_{xy},d_{yz},d_{xz}$.

**Theorem.** To second order in the hopping,

$$E(e_g)-E(t_{2g})=\frac{3V_\sigma^2-4V_\pi^2}{\Delta}\qquad\text{(octahedron)},$$

and, with the same $V_\sigma$, $V_\pi$ and $\Delta$,

$$E(e)-E(t_2)=-\frac49\,\frac{3V_\sigma^2-4V_\pi^2}{\Delta}\qquad\text{(tetrahedron)}.$$

The algebra contains no physical constants, so it holds in atomic units and equally with all energies in eV.

## Lemma 1: hopping to a ligand in any direction

Write the angular part of a $d$ orbital as a constant times $\hat r^{T}Q\hat r$, where $Q$ is a real, symmetric, traceless $3\times3$ matrix. The average of $\hat r_i\hat r_j\hat r_k\hat r_l$ over the sphere is $(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$. The average of $(\hat r^TQ\hat r)(\hat r^TQ'\hat r)$ is therefore $\tfrac{2}{15}\,\mathrm{tr}\,QQ'$, since the first term contains $\mathrm{tr}\,Q=0$. Orthonormal orbitals thus correspond to matrices with $\mathrm{tr}\,QQ'=\delta_{QQ'}$. The five are

$$Q_{z^2}=\frac{\mathrm{diag}(-1,-1,2)}{\sqrt6},\qquad Q_{x^2-y^2}=\frac{\mathrm{diag}(1,-1,0)}{\sqrt2},$$

and $Q_{xy}$, $Q_{yz}$, $Q_{xz}$, each with $1/\sqrt2$ in the two off-diagonal places named by its label and zero elsewhere.

**Lemma 1.** Let a ligand lie in the direction of the unit vector $n$, and let $t_Q$ be the vector with components $\langle d_Q|h|p_i\rangle$, $i=x,y,z$. Then

$$t_Q=V_\sigma\sqrt{\tfrac32}\,g_Q\,n+V_\pi\sqrt2\,\big(Qn-g_Q\,n\big),\qquad g_Q=n^TQn .\qquad(2)$$

**Proof.** Choose unit vectors $a,b$ so that $a,b,n$ are orthogonal axes, and use them as local $x,y,z$ axes. Reflections $a\to-a$ and $b\to-b$ allow $p_a$ to couple only to the local $d_{xz}$, and $p_b$ only to the local $d_{yz}$. They allow $p_n$ to couple to the local $d_{z^2}$ and $d_{x^2-y^2}$, but a $90^\circ$ rotation about $n$ reverses $d_{x^2-y^2}$ and leaves $p_n$ unchanged, so that coupling vanishes. The same rotation shows that the $p_a$ and $p_b$ couplings are equal. The local integrals are therefore $V_\sigma$, $V_\pi$, $V_\pi$.

It remains to find how much of each local orbital is contained in $d_Q$. These amplitudes are traces of $Q$ with the local matrices:

$$\mathrm{tr}\Big[Q\,\frac{3nn^T-1}{\sqrt6}\Big]=\frac{3}{\sqrt6}\,g_Q=\sqrt{\tfrac32}\,g_Q,\qquad
\mathrm{tr}\Big[Q\,\frac{an^T+na^T}{\sqrt2}\Big]=\sqrt2\,a^TQn,$$

where $\mathrm{tr}\,Q=0$ was used in the first, and likewise $\sqrt2\,b^TQn$ for the third. Hence

$$t_Q=V_\sigma\sqrt{\tfrac32}\,g_Q\,n+V_\pi\sqrt2\,\big[(a^TQn)\,a+(b^TQn)\,b\big].$$

The bracket is the part of $Qn$ perpendicular to $n$, which is $Qn-g_Qn$. ∎

## Lemma 2: eliminating the ligands

**Lemma 2.** Let $M_{QQ'}=\sum_n t_Q\cdot t_{Q'}$, summed over the ligands. Each eigenvalue $\lambda$ of $M$ gives a level, antibonding for $\lambda>0$ and nonbonding for $\lambda=0$, at

$$E=-\frac\Delta2+\sqrt{\frac{\Delta^2}4+\lambda}=\frac{\lambda}{\Delta}-\frac{\lambda^2}{\Delta^3}+\dots\qquad(3)$$

**Proof.** Let $T$ be the matrix of all hoppings from $d$ orbitals (rows) to ligand orbitals (columns), so that $M=TT^T$ and $\lambda\ge0$. An eigenstate with metal part $u$ and ligand part $v$ obeys

$$Eu=Tv,\qquad (E+\Delta)\,v=T^Tu .$$

For $E\neq-\Delta$, multiply the first equation by $E+\Delta$ and insert the second: $E(E+\Delta)u=Mu$. Conversely, if $Mu=\lambda u$ and $E(E+\Delta)=\lambda$, then $v=T^Tu/(E+\Delta)$ satisfies both equations. The upper root has $E\ge0$, so the division is allowed. The quadratic is that of the single bond with $V^2$ replaced by $\lambda$, and (1) gives (3). ∎

The square root in (3) holds at any coupling strength within this model. Its form with one common $\Delta$ relies on all ligand orbitals having the same energy and no hopping among themselves. In the octahedron each set of $d$ orbitals couples to one symmetry-adapted set of ligand combinations, so with ligand–ligand hopping the square root survives with separate values of $\Delta$ for $e_g$ and $t_{2g}$; the splitting is then no longer proportional to $3V_\sigma^2-4V_\pi^2$, and the factor $-4/9$ is no longer exact.

## Lemma 3: what can split the levels

**Lemma 3.** For $N$ ligands with $\sum_n nn^T=(N/3)\,\mathbf 1$,

$$M_{QQ'}=\frac{2N}{3}V_\pi^2\,\delta_{QQ'}+\frac12\big(3V_\sigma^2-4V_\pi^2\big)\,G_{QQ'},\qquad G_{QQ'}=\sum_n g_Q\,g_{Q'} .\qquad(4)$$

**Proof.** In (2) the $\sigma$ part is along $n$ and the $\pi$ part is perpendicular to it, so $t_Q\cdot t_{Q'}$ has no term in $V_\sigma V_\pi$. The signs of the two integrals therefore do not matter in this model; with hopping between ligands their relative sign would affect the tetrahedral $t_2$ level. The product of the two $\pi$ parts contains

$$(Qn-g_Qn)\cdot(Q'n-g_{Q'}n)=n^TQQ'n-g_Qg_{Q'}-g_Qg_{Q'}+g_Qg_{Q'}=n^TQQ'n-g_Qg_{Q'} .$$

Therefore

$$M_{QQ'}=\sum_n\Big[\tfrac32V_\sigma^2\,g_Qg_{Q'}+2V_\pi^2\big(n^TQQ'n-g_Qg_{Q'}\big)\Big].$$

Finally $\sum_n n^TQQ'n=\mathrm{tr}\big[QQ'\sum_n nn^T\big]=\tfrac N3\,\mathrm{tr}\,QQ'=\tfrac N3\delta_{QQ'}$. Collecting the terms in $g_Qg_{Q'}$, with $\tfrac32V_\sigma^2-2V_\pi^2=\tfrac12(3V_\sigma^2-4V_\pi^2)$, gives (4). ∎

The first term of (4) adds the same amount to all five eigenvalues $\lambda$, so to second order in the hopping it raises all five levels equally. The splitting comes from the second term, in which the integrals enter through the same combination for both geometries. The geometry enters through $G$.

## Proof of the theorem

**Octahedron.** The two ligands on each axis give $\sum_n nn^T=2\cdot\mathbf 1$, as Lemma 3 requires for $N=6$. For $n$ along $\pm i$, $g_Q=Q_{ii}$. This vanishes for the three off-diagonal matrices, so $G=0$ in the $t_{2g}$ set and between the sets. For the two diagonal matrices,

$$G_{QQ'}=2\sum_iQ_{ii}Q'_{ii}=2\,\mathrm{tr}\,QQ'=2\,\delta_{QQ'} .$$

With $2N/3=4$, equation (4) gives

$$\lambda(e_g)=4V_\pi^2+(3V_\sigma^2-4V_\pi^2)=3V_\sigma^2,\qquad \lambda(t_{2g})=4V_\pi^2 .$$

The $e_g$ orbitals form pure $\sigma$ bonds and the $t_{2g}$ orbitals pure $\pi$ bonds.

**Tetrahedron.** Each component of $n$ is $\pm1/\sqrt3$, so the diagonal elements of $\sum_nnn^T$ are $4/3$. In the order of the ligands listed above, the signs of the products are

- $n_xn_y$: $+,-,-,+$
- $n_xn_z$: $+,-,+,-$
- $n_yn_z$: $+,+,-,-$

Each row sums to zero, so $\sum_nnn^T=\tfrac43\mathbf 1$, as required for $N=4$.

For diagonal $Q$, $g_Q=\tfrac13\mathrm{tr}\,Q=0$ at every ligand, so $G=0$ in the $e$ set and between the sets. For $Q_{xy}$, $g=\sqrt2\,n_xn_y=\pm\sqrt2/3$, and similarly for the other two. The three rows of signs are mutually orthogonal, so $G$ is diagonal in the $t_2$ set, with value $4\times\tfrac29=\tfrac89$. With $2N/3=\tfrac83$,

$$\lambda(e)=\tfrac83V_\pi^2,\qquad \lambda(t_2)=\tfrac83V_\pi^2+\tfrac49(3V_\sigma^2-4V_\pi^2)=\tfrac43V_\sigma^2+\tfrac89V_\pi^2 .$$

**Splittings.** To second order each level is $\lambda/\Delta$. Subtracting,

$$\frac{\lambda(e_g)-\lambda(t_{2g})}{\Delta}=\frac{3V_\sigma^2-4V_\pi^2}{\Delta},\qquad
\frac{\lambda(e)-\lambda(t_2)}{\Delta}=-\frac49\,\frac{3V_\sigma^2-4V_\pi^2}{\Delta}.\quad∎$$

The factor $-4/9$ is the ratio of the differences in $G$, $(0-\tfrac89)/(2-0)$. Its sign is geometrical: the octahedral ligands lie on the axes, where the $t_{2g}$ orbitals have no $\sigma$ amplitude, and the tetrahedral ligands lie on cube diagonals, where the $e$ orbitals have none.

## Remarks on validity

**Order of the levels.** The shift (3) increases with $\lambda$, so the sign of each splitting is that of the difference in $\lambda$ at any coupling strength in this model. If $3V_\sigma^2>4V_\pi^2$, $e_g$ lies above $t_{2g}$ in the octahedron and $e$ below $t_2$ in the tetrahedron. If $3V_\sigma^2<4V_\pi^2$, both orders reverse; this can happen even when $|V_\pi|$ is somewhat smaller than $|V_\sigma|$. At $3V_\sigma^2=4V_\pi^2$ all five levels coincide in each geometry.

**Finite coupling.** The ratio $-4/9$ belongs to second order. From (3), two levels with $\lambda_1$ and $\lambda_2$ differ by

$$\frac{\lambda_1-\lambda_2}{\Delta}\Big[1-\frac{\lambda_1+\lambda_2}{\Delta^2}+\dots\Big].$$

The sum $\lambda_1+\lambda_2$ is $3V_\sigma^2+4V_\pi^2$ for the octahedron and $\tfrac43V_\sigma^2+\tfrac{32}9V_\pi^2$ for the tetrahedron. Dividing the two splittings, for $3V_\sigma^2\neq4V_\pi^2$,

$$\text{ratio}=-\frac49\Big[1+\frac{\tfrac53V_\sigma^2+\tfrac49V_\pi^2}{\Delta^2}+\dots\Big].\qquad(5)$$

At weak coupling the ratio is thus slightly larger in magnitude than $4/9$, because the octahedral splitting is reduced more. The series in (3) converges only for $\lambda<\Delta^2/4$, and the second-order splittings and (5) are accurate only for $\lambda\ll\Delta^2$. With $V_\sigma=-1.3$ eV, $V_\pi=0.6$ eV and $\Delta=4$ eV, where $\lambda(e_g)/\Delta^2=0.32$, second order overestimates the octahedral splitting by 34%, and (5) gives $-0.527$ where the square root gives $-0.496$. In such cases the square root in (3) should be used.

**Unequal integrals.** Two real compounds need not share $V_\sigma$, $V_\pi$ and $\Delta$. If both tetrahedral integrals are multiplied by $s$, the second-order tetrahedral splitting is multiplied by $s^2$, and the ratio becomes $-\tfrac49s^2$.

## Worked example

Take round model parameters $V_\sigma=-1.0$ eV, $V_\pi=0.5$ eV and $\Delta=6.0$ eV for both geometries. These are the signs usual in Slater–Koster tables, where the $p$ orbital sits at the origin; with the metal at the origin and the ligand on $+z$, as defined above, both signs of a real bond are reversed, which changes none of the results. For the octahedron,

$$\lambda(e_g)=3(1.0)^2=3.0\ \text{eV}^2,\qquad\lambda(t_{2g})=4(0.5)^2=1.0\ \text{eV}^2 .$$

The second-order shifts are $3.0/6.0=0.500$ eV and $1.0/6.0=0.167$ eV. Their difference is $0.333$ eV, or $0.01225$ hartree.

For the tetrahedron,

$$\lambda(e)=\tfrac83(0.25)=0.667\ \text{eV}^2,\qquad\lambda(t_2)=\tfrac43(1.0)+\tfrac89(0.25)=1.556\ \text{eV}^2 .$$

The shifts are $0.111$ eV and $0.259$ eV, and the splitting is $-0.148$ eV, or $-0.00544$ hartree. The ratio is $-0.444$.

Full diagonalization of the clusters gives $0.4641-0.1623=0.3018$ eV and $0.1091-0.2489=-0.1398$ eV. Relative to these values, second order overestimates the octahedral splitting by about 10% and the tetrahedral one by about 6%. The ratio is $-0.463$, about 4% larger in magnitude than $4/9$; the leading correction in (5) predicts $1.778/36=4.9\%$. At $\Delta=60$ eV the excess falls to $4.93\times10^{-4}$, against a predicted $4.94\times10^{-4}$.

If the tetrahedral integrals are 10% larger, the second-order splitting becomes $1.21\times(-0.148)=-0.179$ eV and the ratio $-0.538$. A change of this size in the integrals matters more here than the higher orders do.

The numerical check obtains the hopping in every direction from two-centre integrals of Gaussian orbitals, without using (2), and compares the results with the formulas above.

## Calculated quantities

```
V_pd-sigma = -1.0 eV
V_pd-pi = 0.5 eV
Delta = 6.0 eV
bond length, both geometries = 2.0 angstrom
largest error of angular coupling formula = 1.8e-15 eV
octahedron e_g: lambda = 3.0000 eV^2
octahedron e_g: second-order shift = 0.5000 eV
octahedron e_g: exact cluster shift = 0.4641 eV
octahedron t_2g: lambda = 1.0000 eV^2
octahedron t_2g: second-order shift = 0.1667 eV
octahedron t_2g: exact cluster shift = 0.1623 eV
tetrahedron e: lambda = 0.6667 eV^2
tetrahedron e: second-order shift = 0.1111 eV
tetrahedron e: exact cluster shift = 0.1091 eV
tetrahedron t_2: lambda = 1.5556 eV^2
tetrahedron t_2: second-order shift = 0.2593 eV
tetrahedron t_2: exact cluster shift = 0.2489 eV
splittings are E(e) - E(t2):
octahedron, second order = 0.3333 eV = 0.012250 hartree
tetrahedron, second order = -0.1481 eV = -0.005444 hartree
ratio tetrahedron/octahedron, second order = -0.444444
octahedron, exact cluster = 0.3018 eV
tetrahedron, exact cluster = -0.1398 eV
ratio, exact cluster = -0.463201
larger Delta = 60.0 eV
ratio, exact cluster at larger Delta = -0.444664
relative excess of that ratio over -4/9 = 4.930e-04
predicted leading excess = 4.938e-04
common factor on tetrahedral integrals = 1.1
tetrahedron, second order, scaled = -0.1793 eV
ratio with scaled integrals = -0.5378
pi-dominated case: V_pd-sigma = 0.5 eV, V_pd-pi = 1.0 eV
pi-dominated octahedron, exact cluster = -0.4831 eV
pi-dominated tetrahedron, exact cluster = 0.2184 eV
level spread at 3 Vs^2 = 4 Vp^2, larger of two = 4.0e-14 eV
```
